# Strain-Dependent Jump Rates and Elastodiffusion for Cubic-Site Defects

A point defect hops between the sites of a cubic Bravais lattice: simple cubic (sc), body-centred cubic (bcc) or face-centred cubic (fcc), with cube edge \(a\). Its jump vectors \(\mathbf h\) join nearest neighbours. The stable state has the full cubic symmetry of its site. Each saddle lies at the midpoint of its jump and has the full symmetry of that jump. The crystal receives a small, homogeneous, symmetric strain \(\varepsilon\). The problem is to find how the jump rates and the diffusion tensor respond, and which properties of the defect can make diffusion anisotropic.

The algebra uses atomic units, with \(\beta=1/(k_BT)\). Numbers are in eV and angstrom. Nuclear motion is classical. The diffusion tensor is that of the defect itself, not of a tracer atom carried by it. Shear is tensor shear, so \(P:\varepsilon=\sum_{ij}P_{ij}\varepsilon_{ij}\) contains \(2P_{xy}\varepsilon_{xy}\).

## (a) Elastic dipoles

**Find the first-order change of the minimum and saddle energies with strain.**

Write atomic positions as \(\mathbf r=(1+\varepsilon)L\mathbf u\), where the columns of \(L\) are the edges of the unstrained cell and \(\mathbf u\) are scaled coordinates. Let \(\mathbf u^*(\varepsilon)\) be a stationary configuration. Then

\[
\frac{dE}{d\varepsilon_{ij}}
=\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{\mathbf u}
+\sum_n\frac{\partial E}{\partial \mathbf u_n}\cdot\frac{d\mathbf u_n^*}{d\varepsilon_{ij}} .
\]

The last sum vanishes because all forces are zero. This needs stationarity, not stability, so it holds at a saddle as well. Define the elastic dipole tensor by

\[
P_{ij}=-\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{\mathbf u,\,\varepsilon=0},
\qquad E(\varepsilon)=E(0)-P:\varepsilon+O(\varepsilon^2).
\]

The perfect reference crystal is stress-free, so it adds no linear term. With this sign, a state with positive \(P_{xx}\) is lowered by stretching along \(x\).

For a pair energy \(E=\frac12\sum_{m\ne n}\phi(r_{mn})\), the separation changes as \(\mathbf d\to(1+\varepsilon)\mathbf d\). To first order, \(\delta r=\mathbf d\cdot\varepsilon\mathbf d/r\), hence

\[
P_{ij}=-\frac12\sum_{m\ne n}\phi'(r_{mn})\frac{d_{mn,i}\,d_{mn,j}}{r_{mn}} .
\]

The saddle stays at the jump midpoint under strain. Inversion through the midpoint exchanges the two end sites and maps the lattice onto itself, and homogeneous strain preserves this inversion.

## (b) The strained jump rate

**Derive the harmonic rate and its dependence on strain.**

Assume thermal equilibrium in the initial well and no recrossing of the dividing surface. In mass-weighted coordinates the kinetic energy is \(\frac12\sum_k\pi_k^2\). Let \(\lambda_k\) be the \(n\) curvatures at the minimum and \(\lambda'_k\) the \(n-1\) positive curvatures at the saddle, with uniform translations removed. The mean one-way velocity through the surface is

\[
\frac{\int_0^\infty \pi e^{-\beta\pi^2/2}d\pi}{\int_{-\infty}^{\infty}e^{-\beta\pi^2/2}d\pi}
=\frac{1/\beta}{\sqrt{2\pi/\beta}}=\frac1{\sqrt{2\pi\beta}} .
\]

(Inside the square roots, \(\pi\) is the number.) The density on the surface, relative to the population of the well, is

\[
\frac{e^{-\beta E_s}\prod_{k=1}^{n-1}(2\pi/\beta\lambda'_k)^{1/2}}
{e^{-\beta E_m}\prod_{k=1}^{n}(2\pi/\beta\lambda_k)^{1/2}}
=\sqrt{\frac{\beta}{2\pi}}
\left(\frac{\prod\lambda_k}{\prod\lambda'_k}\right)^{1/2}e^{-\beta(E_s-E_m)} .
\]

Multiplication gives

\[
w=\nu e^{-\beta(E_s-E_m)},\qquad
\nu=\frac1{2\pi}\left(\frac{\prod\lambda_k}{\prod\lambda'_k}\right)^{1/2}.
\]

Let \(P^m\) belong to the minimum and \(P^h\) to the saddle of jump \(\mathbf h\). The barrier changes by \(-(P^h-P^m):\varepsilon\). The prefactor also changes:

\[
\ln\nu_h(\varepsilon)=\ln\nu_0+N^h:\varepsilon+O(\varepsilon^2),\qquad
N^h=\frac12\frac{\partial}{\partial\varepsilon}\left(\sum_k\ln\lambda_k-\sum_k\ln\lambda'_k\right).
\]

The strained rate is therefore

\[
w_h(\varepsilon)=w_0\exp\{[\beta(P^h-P^m)+N^h]:\varepsilon\},
\]

where the logarithm is correct to first order in strain. Below, \(N^h\) is omitted from formulas until its effect is discussed.

## (c) The elastodiffusion tensor

**Obtain \(D\) from the rates and expand it in strain.**

The site probabilities obey \(\dot p_{\mathbf R}=\sum_h w_h(p_{\mathbf R-\mathbf h}-p_{\mathbf R})\). A wave \(e^{i\mathbf q\cdot\mathbf R}\) decays at the rate \(\Gamma=\sum_hw_h(1-e^{-i\mathbf q\cdot\mathbf h})\). The jumps \(\mathbf h\) and \(-\mathbf h\) pass through saddles related by a lattice translation, so \(w_h=w_{-h}\) and the imaginary parts cancel:

\[
\Gamma(\mathbf q)=\sum_hw_h(1-\cos\mathbf q\cdot\mathbf h)
=\frac12\sum_hw_h(\mathbf q\cdot\mathbf h)^2+O(q^4).
\]

The diffusion equation gives \(\Gamma=\mathbf q\cdot D\mathbf q\). Hence

\[
D=\frac12\sum_hw_h\,\mathbf h\mathbf h^T .
\]

This is \(D\) in material coordinates, which measure displacement by the unstrained jump vectors. In the laboratory each jump is \((1+\varepsilon)\mathbf h\), so

\[
D^{\rm lab}=(1+\varepsilon)D(1+\varepsilon)^T .
\]

Without strain, cubic symmetry gives \(D=D_0\mathbf 1\). To first order the geometric change is \(\varepsilon D_0+D_0\varepsilon=2D_0\varepsilon\). Adding the change of the rates and defining \(d_{ijkl}\) by \(\delta D^{\rm lab}_{ij}=\sum_{kl}d_{ijkl}\varepsilon_{kl}\), we find

\[
d_{ijkl}=\frac{\beta w_0}{2}\sum_hh_ih_j(P^h-P^m)_{kl}
+D_0(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).
\]

The second term is the elastodiffusion tensor's geometric part. Taken alone, it makes \(D^{\rm lab}\) anisotropic unless the strain is a pure volume change, even when all dipoles are isotropic. The dipole part can add to it or offset it, and can be much larger because of the factor \(\beta P\).

## (d) What can produce anisotropy?

**Use the site symmetry to separate the roles of minimum and saddle.**

A half-turn about \(z\) reverses \(P^m_{xz}\) and \(P^m_{yz}\), and a half-turn about \(x\) reverses \(P^m_{xy}\). Invariance makes all three zero. Quarter-turns interchange the diagonal elements, so these are equal: \(P^m=p\mathbf 1\).

The saddle tensors are rotated copies of one another and share the trace \(t\). Write \(P^h=(t/3)\mathbf 1+Q^h\), with \(\operatorname{tr}Q^h=0\). Then

\[
D=\frac{w_0}{2}\exp\left[\beta\left(\frac t3-p\right)\operatorname{tr}\varepsilon\right]
\sum_h\mathbf h\mathbf h^T e^{\beta Q^h:\varepsilon}.
\]

The minimum enters through a scalar factor, which cannot change the shape of \(D\). If \(Q^h=0\), the remaining sum is \(\sum_h\mathbf h\mathbf h^T\propto\mathbf 1\), and \(D\) is isotropic. With energies linear in strain, anisotropy in material coordinates thus requires an anisotropic saddle dipole.

The same separation applies to the prefactor. The product of curvatures at the minimum is a scalar property of a cubic state, so its linear strain response is isotropic. Any anisotropic part of \(N^h\) comes from the saddle. The formulas below include prefactors if \(\beta P^h\) is replaced by \(\beta P^h+N^h\).

Two limits of the statement matter. Quadratic terms in the saddle energy can give anisotropy of order \(\varepsilon^2\) even when \(Q^h=0\). For a pure volume change, \(\varepsilon=(\theta/3)\mathbf 1\), the deviators drop out and \(D\) is multiplied by \(\exp[\beta(t/3-p)\theta]\). The minimum dipole then matters fully, but for the size of \(D\) and not its shape.

## (e) The three cubic lattices

**Evaluate the tensor, and decide whether a saddle deviator can remain hidden.**

Use \(d_{11}=d_{xxxx}\), \(d_{12}=d_{xxyy}\) and \(d_{44}=d_{xyxy}\), so that \(\delta D_{xy}=2d_{44}\varepsilon_{xy}\). The geometric parts are \(2D_0\), \(0\) and \(D_0\); they are left out of the next formulas.

**Simple cubic.** The six jumps are \(\pm a\) along the cube axes. Two have an \(x\) component, so \(D_0=\frac12w_0\,2a^2=a^2w_0\). The fourfold axis makes the saddle dipole axial, with \(p_\parallel\) along the jump and \(p_\perp\) across it. For the two \(x\) jumps, \(P_{xx}=p_\parallel\) and \(P_{yy}=p_\perp\). No jump has \(h_xh_y\ne0\). Therefore

\[
d_{11}=D_0\beta(p_\parallel-p),\quad
d_{12}=D_0\beta(p_\perp-p),\quad d_{44}=0 .
\]

**Body-centred cubic.** The eight jumps are \((a/2)(\pm1,\pm1,\pm1)\), so \(D_0=\frac12w_0\,8(a^2/4)=a^2w_0\). With \(\mathbf n=\mathbf h/|\mathbf h|\), the threefold axis gives \(P^h=p_\perp\mathbf1+(p_\parallel-p_\perp)\mathbf n\mathbf n^T\). Every diagonal element is \((p_\parallel+2p_\perp)/3\). In \(h_xh_yP^h_{xy}\) the signs cancel, leaving \((a^2/4)(p_\parallel-p_\perp)/3\) for each jump. Thus

\[
d_{11}=d_{12}=D_0\beta\left(\frac{p_\parallel+2p_\perp}{3}-p\right),\qquad
d_{44}=D_0\beta\frac{p_\parallel-p_\perp}{3}.
\]

**Face-centred cubic.** The twelve jumps are of type \((a/2)(1,1,0)\). Eight have an \(x\) component, so again \(D_0=\frac12w_0\,8(a^2/4)=a^2w_0\). For the [110] jump, the twofold axes fix the principal directions of the dipole. Let \(p_1,p_2,p_3\) be its values along [110], \([1\bar10]\) and [001], and let \(q=(p_1+p_2)/2\). Then

\[
P_{xx}=P_{yy}=q,\qquad P_{xy}=\frac{p_1-p_2}{2},\qquad P_{zz}=p_3 .
\]

All eight jumps with an \(x\) component have \(P_{xx}=q\). Of these, the four in the \(xy\) plane have \(P_{yy}=q\), and the four in the \(xz\) plane have \(P_{yy}=p_3\). Only the four \(xy\) jumps have \(h_xh_y\ne0\), each contributing \((a^2/4)(p_1-p_2)/2\). Hence

\[
d_{11}=D_0\beta(q-p),\quad
d_{12}=D_0\beta\left(\frac{q+p_3}{2}-p\right),\quad
d_{44}=D_0\beta\frac{p_1-p_2}{4}.
\]

A saddle deviator can be hidden from particular strains. In sc it does not couple to cube-axis shear, and in bcc it does not distinguish the cube axes under strain along them. It cannot be hidden from every strain: \(d_{11}=d_{12}\) in sc, or \(d_{44}=0\) in bcc, requires \(p_\parallel=p_\perp\). In fcc, \(d_{11}=d_{12}\) requires \(q=p_3\), and \(d_{44}=0\) requires \(p_1=p_2\); together they make the dipole isotropic.

These formulas, with the geometric part, were tested against the decay rate \(\Gamma(\mathbf q)\) for chosen dipoles. In the bcc case, subtracting the geometric part from the numerical output leaves \(d_{11}/D_0=d_{12}/D_0=53.33\) and \(d_{44}/D_0=13.33\), which shows the hidden and the visible response together.

## (f) A finite uniaxial strain in fcc

**Find \(D_{yy}/D_{xx}\) for \(\varepsilon_{xx}=e\), keeping the exponentials.**

Jumps in the \(xy\) and \(xz\) planes have \(P_{xx}=q\). Jumps in the \(yz\) plane have \(P_{xx}=p_3\). Write their rates as

\[
w_A=w_0e^{\beta(q-p)e},\qquad w_B=w_0e^{\beta(p_3-p)e}.
\]

Eight \(A\) jumps contribute to \(D_{xx}\). Four \(A\) jumps and four \(B\) jumps contribute to \(D_{yy}\). Therefore \(D_{xx}=a^2w_A\), \(D_{yy}=\frac12a^2(w_A+w_B)\), and

\[
\frac{D_{yy}}{D_{xx}}=\frac12\left[1+e^{\beta(p_3-q)e}\right].
\]

The minimum dipole \(p\) has cancelled. For small \(e\) the ratio is \(1+\beta(p_3-q)e/2\). If the exponent is large and negative, the \(yz\) jumps freeze out and the ratio tends to \(1/2\), because half of the remaining jumps move the defect along \(y\) while all move it along \(x\). In the laboratory the ratio is divided by \((1+e)^2\).

## (g) A vacancy in a model crystal

**Evaluate the response for an fcc vacancy with pair forces, and judge the approximations.**

The pair energy is a Morse function of depth 0.3 eV, range parameter 1.8 Å\(^{-1}\) and well position 2.9 Å, smoothly switched off between 4.2 and 5.4 Å. The atomic mass is 30 u and the temperature 600 K. These are round parameters for no particular material. A periodic cell holds 107 atoms and one vacancy. Its dipoles are not extrapolated to an isolated defect, and the digits below belong to this cell only. In a cell of 499 atoms \(p,p_1,p_2,p_3\) become \(-0.733,\,-1.197,\,0.921,\,9.237\) eV, so \(q\) changes sign. The dipole coefficients found below as 14.7, 99.8 and \(-10.2\) become 11.5, 102.2 and \(-10.2\), the directly relaxed ratio 1.64 becomes 1.71, and \(D_0\) rises by 7%.

The relaxed states give, at \(\beta=19.34\) eV\(^{-1}\),

\[
p=-0.714,\quad p_1=-1.005,\quad p_2=1.103,\quad p_3=8.843\ \text{eV},
\]

and \(q=(-1.005+1.103)/2=0.049\) eV. The saddle is strongly anisotropic. Geometry suggests why \(p_3\) is largest. Before relaxation, the moving atom is surrounded by four atoms at \(a(\frac14,-\frac14,\pm\frac12)\) and \(a(-\frac14,\frac14,\pm\frac12)\) from it. Their distance, \(0.612a=2.43\) Å, lies on the repulsive side of the well. Their contribution to \(P\) has components in the ratio \(0:1:2\) along [110], \([1\bar10]\) and [001]. This gives the order of the computed values but not their ratio, so relaxation and other pairs matter too.

The barrier is 1.133 eV and the attempt frequency \(6.06\times10^{12}\) s\(^{-1}\). They give \(w_0=1.83\times10^3\) s\(^{-1}\), and with \(a=3.972\) Å

\[
D_0=a^2w_0=2.88\times10^4\ \text{Å}^2\,\text{s}^{-1}
=2.88\times10^{-16}\ \text{m}^2\,\text{s}^{-1}.
\]

This \(a\) is the static, stress-free lattice constant, and all strains are measured from it; thermal expansion is left out. A classical quasi-harmonic estimate gives a linear expansion of about 1.2% at 600 K, which lowers the barrier to about 1.01 eV and raises \(D_0\) about ninefold. The value above is therefore the diffusivity at the static volume, not at zero pressure.

The dipole part of the elastodiffusion tensor, with results computed from unrounded inputs, is

\[
\begin{aligned}
d_{11}/D_0&=19.34\,(0.049+0.714)=14.7,\\
d_{12}/D_0&=19.34\left(\frac{0.049+8.843}{2}+0.714\right)=99.8,\\
d_{44}/D_0&=19.34\,\frac{-1.005-1.103}{4}=-10.2 .
\end{aligned}
\]

Small strains applied to the relaxed minimum and all six distinct saddles reproduce these values within the tested tolerance. Stretching along \(x\) at fixed lateral dimensions thus speeds diffusion along \(y\) and \(z\) much more than along \(x\). The reason is that the \(yz\) jumps have their large dipole component \(p_3\) along \(x\). A crystal pulled with free sides also contracts, \(\varepsilon_{yy}=\varepsilon_{zz}=-\nu_Pe\), with Poisson ratio \(\nu_P\approx0.38\) for this potential. The dipole part then gives \(\delta D_{xx}=(d_{11}-2\nu_Pd_{12})e\approx-62D_0e\) and \(\delta D_{yy}=[d_{12}-\nu_P(d_{11}+d_{12})]e\approx56D_0e\), so diffusion along \(x\) slows down.

Prefactors add \(-2.5\), \(-4.1\) and \(-2.2\) to the three coefficients. In size these are 17%, 4% and 22% of the dipole values (27%, 4% and 20% in the 499-atom cell), so the prefactor cannot be neglected in \(d_{11}\) or \(d_{44}\). With the geometric part, the laboratory values are 14.3, 95.7 and \(-11.4\). Geometry changes \(d_{11}-d_{12}\) by about 2%, but \(d_{44}\) by about 8%, relative to the values with prefactors in material coordinates.

For \(e=0.005\), the exponent in part (f) is \(19.34\times(8.843-0.049)\times0.005=0.850\), so

\[
\frac{D_{yy}}{D_{xx}}=\frac{1+e^{0.850}}2=1.67 .
\]

The linear expression would give 1.43. Directly relaxed energies at this strain give 1.64. The difference from 1.67 can be traced. The strained crystal keeps tetragonal symmetry about \(x\), so there are still only two classes of jump, and the direct exponent is \(\ln(2D_{yy}/D_{xx}-1)\). It equals \(0.826\) for \(e=+0.005\) and, from the ratio 0.7084, \(-0.875\) for \(e=-0.005\). Half their difference is 0.850, the dipole value; their mean is \(-0.025\), which is even in strain. The discrepancy is therefore mainly the quadratic strain dependence of the saddle energies. Including prefactors changes 1.64 to 1.62, and laboratory coordinates give 1.61.

## (h) Is a cubic site necessary?

**Consider the octahedral sites of bcc, whose symmetry is tetragonal. Can splitting their minimum energies alone make diffusion anisotropic?**

There are three site types, labelled by their tetragonal axes. A jump of length \(a/2\) along cube axis \(k\) connects the other two types, \(i\) and \(j\). Let strain give the minima energies \(E_i\) and the saddles for jumps along \(k\) energies \(S_k\). With a common prefactor,

\[
w_{ij}=\nu e^{-\beta(S_k-E_i)},\qquad
\rho_i=\frac{e^{-\beta E_i}}Z,\qquad Z=\sum_ie^{-\beta E_i},
\]

so \(\rho_iw_{ij}=\nu e^{-\beta S_k}/Z\). The minimum energy of the starting site has cancelled against its population.

From every site, jumps along \(+k\) and \(-k\) are equally likely. The next displacement therefore has zero mean whatever came before, and cross terms between different jumps vanish in the mean square displacement. Each of the directions \(i\to j\) and \(j\to i\) has two jumps, so the mean rate of jumps along \(k\) is \(4\nu e^{-\beta S_k}/Z\). Since \(\langle X_k^2\rangle=2D_{kk}\tau\) after time \(\tau\),

\[
D_{kk}=\frac12\,\frac{a^2}{4}\,\frac{4\nu e^{-\beta S_k}}Z
=\frac{a^2\nu}{2Z}e^{-\beta S_k}.
\]

The answer is no: split minima change \(Z\), which is common to all directions. A test by diagonalizing the three-site rate matrix used site energies 0, 0.5 and \(-0.7\) in units of \(k_BT\). Equal saddles at 3.0 gave \(D_{kk}=0.00688\,a^2\nu\) along all three axes, while split saddles gave three different values. A cubic site is therefore sufficient for the minimum to leave the shape of \(D\) unchanged, but not necessary. The formula for \(D_{kk}\) rests on inversion symmetry at each site; without it, successive jumps can be correlated and the formula need not hold. Split minima still cannot change the shape of \(D\). Write the site probabilities as \(p_i=\rho_i\mu_i\). The net flow from \(i\) to \(j\) is then \(\rho_iw_{ij}(\mu_i-\mu_j)\), and its coefficient contains the minimum energies only through the common factor \(1/Z\).

## Calculated quantities

```
Morse depth 0.3 eV, alpha 1.8 1/angstrom
Morse well position 2.9 angstrom
switch from 4.2 to 5.4 angstrom
mass 30.0 u, temperature 600.0 K, atoms 107
beta = 19.3409 1/eV
lattice constant a = 3.97166 angstrom
migration barrier = 1.13341 eV
minimum dipole p = -0.7138 eV
saddle dipole p1 [110] = -1.0051 eV
saddle dipole p2 [1-10] = 1.1027 eV
saddle dipole p3 [001] = 8.8426 eV
q = (p1+p2)/2 = 0.0488 eV
largest dipole error against energies = 2.0e-05 eV
attempt frequency = 6.0555e+12 1/s
jump rate per direction w0 = 1.8279e+03 1/s
D0 = 2.8833e+04 angstrom^2/s = 2.8833e-16 m^2/s
Elastodiffusion divided by D0 (dimensionless): d11, d12, d44
  from dipoles: 14.749, 99.789, -10.192
  direct, energies only: 14.749, 99.794, -10.192
  prefactor part: -2.488, -4.091, -2.219
  direct, energies and prefactors: 12.261, 95.702, -12.411
  geometric part: 2.000, 0.000, 1.000
  laboratory total: 14.261, 95.702, -11.411
D_yy/D_xx in material coordinates (dimensionless)
  e_xx = +0.005: formula 1.67029, direct 1.64172
    direct with prefactors 1.62402, laboratory 1.60790
  e_xx = -0.005: formula 0.71362, direct 0.70840
    direct with prefactors 0.71131, laboratory 0.71848
flux rate / harmonic rate at beta V = 100: 1.00119
Lattice tests: beta = 20.0 1/eV, p = -1.0 eV
  sc, bcc: parallel 3.0 eV, perpendicular 1.0 eV
  fcc: p1, p2, p3 = 1.0, 2.0, 4.0 eV
  d11, d12, d44 over D0, geometric part included:
  sc: 82.000, 40.000, 1.000
  bcc: 55.333, 53.333, 14.333
  fcc: 52.000, 75.000, -4.000
Octahedral network, energies in kT, D in a^2 times prefactor
  site energies: [ 0.   0.5 -0.7]
  equal saddles at 3.0: D = 0.006876, 0.006876, 0.006876
  split saddles: [3.  3.4 2.8]
  split saddles: D = 0.006876, 0.004609, 0.008398
```
